# The cubic term in the short-distance electronic energy of H2+: a numerical check

```python
"""
Result under test: the electronic ground energy of H2+ (fixed protons, no 1/R) obeys
    E(R) = -2 + (8/3) R^2 - (16/3) R^3 + O(R^4)      (hartree, bohr).
Symbols: R proton separation, d = R/2, r distance from the midpoint, ra and rb
distances from the protons, W = 1 - cos(angle between the unit vectors from the
two protons), V = 2/r - 1/ra - 1/rb, chi = 2r - ra - rb.
Averages <...> use the weight exp(-2(ra+rb)).
The reference energies solve the separated two-centre equation numerically.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants as const
from scipy.optimize import brentq

mp.mp.dps = 30


# ---------- numerical two-centre energies (independent of the expansion) ----------
def angular_constant(p, parity):
    """Top eigenvalue of d/dx (1-x^2) d/dx + p^2 x^2 for even or odd functions."""
    size = 8
    hop = lambda l: mp.mpf(l + 1) / mp.sqrt((2*l + 1)*(2*l + 3)) if l >= 0 else mp.mpf(0)
    matrix = mp.zeros(size)
    for i in range(size):
        l = 2*i + parity
        matrix[i, i] = -l*(l + 1) + p**2*(hop(l)**2 + hop(l - 1)**2)
        if i + 1 < size:
            matrix[i, i + 1] = matrix[i + 1, i] = p**2*hop(l)*hop(l + 1)
    return max(mp.eigsy(matrix, eigvals_only=True))


def electronic_energy(R, parity=0):
    """Lowest sigma level, parity 0 gerade or 1 ungerade, by a continued fraction."""
    R = mp.mpf(R)

    def mismatch(E):
        p = R*mp.sqrt(-E/2)
        s = R/p - 1
        c = angular_constant(p, parity) - p**2 + 2*p*s + s
        slope = 4*p - 2*s
        ratio = mp.mpf(1)
        for n in range(int(60/p) + 60, 0, -1):
            ratio = (n - 1 - s)**2/(2*n*n + slope*n - c - (n + 1)**2*ratio)
        return -c - ratio

    e0 = -2 + 8*R**2/3/(1 + 2*R) if parity == 0 else -mp.mpf(1)/2 - R**2/15
    e1 = e0 - R**2/1000
    f0, f1 = mismatch(e0), mismatch(e1)
    for _ in range(25):
        if f1 == f0:
            break
        step = -f1*(e1 - e0)/(f1 - f0)
        e0, f0 = e1, f1
        e1 = e1 + step
        if abs(step) < mp.mpf(10)**-20:
            return e1
        f1 = mismatch(e1)
    assert abs(e1 - e0) < mp.mpf(10)**-18, "two-centre solver did not converge"
    return e1


# ---------- local energy of the cusp factor, by finite differences ----------
rng = np.random.default_rng(4)
R_test = 0.7
proton = np.array([0, 0, R_test/2])
cusp_factor = lambda x: np.exp(-np.linalg.norm(x - proton) - np.linalg.norm(x + proton))
h = 1e-3
tested = 0
while tested < 30:
    x = rng.uniform(-1.5, 1.5, 3)
    va, vb = x - proton, x + proton
    ra, rb = np.linalg.norm(va), np.linalg.norm(vb)
    if min(ra, rb) < 0.3:
        continue
    lap = sum(cusp_factor(x + h*e) + cusp_factor(x - h*e) - 2*cusp_factor(x)
              for e in np.eye(3))/h**2
    local = -0.5*lap/cusp_factor(x) - 1/ra - 1/rb
    W = 1 - va @ vb/(ra*rb)
    xi, eta = (ra + rb)/R_test, (ra - rb)/R_test
    assert abs(local - (-2 + W)) < 1e-4
    assert abs(W - 2*(1 - eta**2)/(xi**2 - eta**2)) < 1e-10
    assert W <= 2/xi**2 + 1e-12
    assert (x @ x)*W**2 <= R_test**2*W/2 + 1e-12
    tested += 1


# ---------- space quadrature about the midpoint ----------
def gauss(a, b, n):
    x, w = np.polynomial.legendre.leggauss(n)
    return a + (b - a)*(x + 1)/2, w*(b - a)/2


def space_grid(d, r_max=16.0):
    edges = [0.0, d]
    while edges[-1] < r_max:
        edges.append(2*edges[-1])
    parts = [gauss(a, b, 80) for a, b in zip(edges[:-1], edges[1:])]
    r = np.concatenate([q[0] for q in parts])[:, None]
    wr = np.concatenate([q[1] for q in parts])[:, None]
    t, wt = gauss(0, 1, 120)
    mu = (1 - t**2)[None, :]
    return r, mu, 4*np.pi*r**2*wr*(2*t*wt)[None, :]


def distances(r, mu, d):
    sin2 = 1 - mu**2
    return np.sqrt((r*mu - d)**2 + r**2*sin2), np.sqrt((r*mu + d)**2 + r**2*sin2)


mean_W = lambda R: 8*R**2/3/(1 + 2*R + 4*R**2/3)
R_sym, r_sym = sp.symbols("R r", positive=True)


def first_order(density):
    """Mean of V in a spherical density; only shells inside r = R/2 contribute."""
    integrand = sp.expand(8*sp.pi*(r_sym - 2*r_sym**2/R_sym)*density)
    return sp.expand(sp.integrate(integrand, (r_sym, 0, R_sym/2)))


E1_sym = first_order(8/sp.pi*sp.exp(-4*r_sym))
E1_smooth = first_order(8/sp.pi*sp.exp(-4*r_sym**2))
E1_num = sp.lambdify(R_sym, E1_sym, "mpmath")
coefficient = lambda f, n: sp.simplify(sp.series(f, R_sym, 0, 6).removeO().expand().coeff(R_sym, n))
first_c2, first_c3 = coefficient(E1_sym, 2), coefficient(E1_sym, 3)
smooth_c2, smooth_c3 = coefficient(E1_smooth, 2), coefficient(E1_smooth, 3)
W_c3 = coefficient(mean_W(R_sym), 3)
assert smooth_c3 == 0 and first_c3 != 0

for R in (0.1, 0.5):
    r, mu, vol = space_grid(R/2)
    ra, rb = distances(r, mu, R/2)
    weight = vol*np.exp(-2*(ra + rb))
    W = 1 - (r**2 - R**2/4)/(ra*rb)
    W_quad = np.sum(weight*W)/np.sum(weight)
    assert abs(W_quad/mean_W(R) - 1) < 2e-4
    V_quad = np.sum(vol*8/np.pi*np.exp(-4*r)*(2/r - 1/ra - 1/rb))
    assert abs(V_quad/float(E1_num(R)) - 1) < 1e-3
    # gap and Hardy inequalities on trial functions, one of them near saturation
    px, pz = r*np.sqrt(1 - mu**2), r*mu
    hardy_const = 8 + 32*np.exp(2*R)/3
    trials = [lambda x, z: (1 - np.hypot(x, z))*np.exp(np.hypot(x, z)),
              lambda x, z: np.exp(-np.hypot(x, z)/0.1),
              lambda x, z: z**2]
    for g in trials:
        k = 1e-6
        gx = (g(px + k, pz) - g(px - k, pz))/(2*k)
        gz = (g(px, pz + k) - g(px, pz - k))/(2*k)
        norm = np.sum(weight)
        D = np.sum(weight*(gx**2 + gz**2))/norm
        f = g(px, pz) - np.sum(weight*g(px, pz))/norm
        assert np.sum(weight*f**2)/norm <= np.exp(2*R)/3*D
        assert np.sum(weight*f**2/r**2)/norm <= hardy_const*D

# ---------- inner-region energy: real space, Fourier space, smeared nuclei ----------
d = 0.5                                        # R = 1
t, wt = gauss(0, 1, 200)
mu, wmu = (1 - t**2)[None, :], (2*t*wt)[None, :]
u, wu = gauss(0, 1, 200)
inner_integral = 0.0
for r, wr in ((d*u, d*wu), (d/u, d*wu/u**2)):
    r, wr = r[:, None], wr[:, None]
    ra, rb = distances(r, mu, d)
    inner_integral += np.sum(4*np.pi*r**2*wr*wmu*(2/r - 1/ra - 1/rb)*(2*r - ra - rb))


def fourier_integral(R, width, k_max):
    k, wk = gauss(0, k_max, 1500)
    m, wm = gauss(0, 1, 200)
    one_minus_cos = 2*np.sin(np.outer(k, m)*R/4)**2
    return -64*np.sum(np.outer(wk*np.exp(-(k*width)**2)/k**4, wm)*one_minus_cos**2)


fourier_value = fourier_integral(1.0, 0.0, 300.0)
assert abs(inner_integral + np.pi/3) < 1e-3
assert abs(fourier_value + np.pi/3) < 1e-3
smeared_power = np.log2(fourier_integral(0.1, 1.0, 9.0)/fourier_integral(0.05, 1.0, 9.0))
assert abs(smeared_power - 4) < 0.02
inner_c3 = 8/np.pi*inner_integral

# ---------- point quadrupole: response function and divergence ----------
response = R_sym**2/6*(1/r_sym + sp.Rational(2, 3))
residual = (sp.diff(response, r_sym, 2) + 2*sp.diff(response, r_sym)/r_sym
            - 6*response/r_sym**2)/2 - 2*sp.diff(response, r_sym) + R_sym**2/(2*r_sym**3)
assert sp.simplify(residual) == 0


def quadrupole_energy(cut):                    # second-order energy outside r = cut, at R = 1
    fun = lambda r: 4*r**2*8*mp.exp(-4*r)*(-1/(2*r**3))*(1/r + mp.mpf(2)/3)/6/5
    return mp.quad(fun, [cut, 10*cut, 100*cut, 1000*cut, 1, 5, 20])


cut = mp.mpf("1e-5")
divergence = float(quadrupole_energy(cut)*cut)
assert abs(divergence + 8/15) < 2e-3

# ---------- expansion and bounds against the two-centre energies ----------
R_list = ["0.08", "0.04", "0.02", "0.01", "0.005"]
energy, c3_total, c3_beyond = {}, {}, {}
for name in R_list:
    R = mp.mpf(name)
    E = energy[name] = electronic_energy(R)
    w = mean_W(R)
    alpha = mp.mpf(1)/2 - w*mp.exp(2*R)/3
    lower = -2 + w - (8 + 32*mp.exp(2*R)/3)*R**2*w/2/alpha
    assert lower <= E <= -2 + w
    c3_total[name] = (E + 2 - 8*R**2/3)/R**3
    c3_beyond[name] = (E + 2 - E1_num(R))/R**3
limit_total = float(2*c3_total["0.005"] - c3_total["0.01"])
limit_beyond = float(2*c3_beyond["0.005"] - c3_beyond["0.01"])
# the tolerance covers the next terms, of order R^2 ln R after extrapolation
assert abs(limit_total + 16/3) < 5e-3
assert abs(limit_beyond - inner_c3) < 5e-3
assert abs(float(W_c3) + 16/3) < 1e-12

# ---------- worked example: head-on proton on a free hydrogen atom ----------
hartree = const.physical_constants["Hartree energy in eV"][0]
bohr_nm = const.physical_constants["Bohr radius"][0]*1e9
mass = const.m_p/const.m_e
lab_eV, temperature = 200.0, 300.0
cm = lab_eV/2/hartree
models = {
    "numerical two-centre energy": lambda R: float(electronic_energy(R)),
    "series through R^3": lambda R: -2 + 8*R**2/3 - 16*R**3/3,
    "series through R^2": lambda R: -2 + 8*R**2/3,
    "united-atom constant -2": lambda R: -2.0,
}
turning = {name: brentq(lambda R: 1/R + f(R) + 0.5 - cm, 0.1, 0.4, xtol=1e-10)
           for name, f in models.items()}
R0 = turning["numerical two-centre energy"]
assert abs(turning["series through R^3"] - R0) < abs(turning["series through R^2"] - R0)
E0 = float(electronic_energy(R0))
step = 1e-3
electron_force = -float(electronic_energy(R0 + step) - electronic_energy(R0 - step))/(2*step)
series_force = -16*R0/3 + 16*R0**2
E_odd = float(electronic_energy(R0, parity=1))
R_odd = brentq(lambda R: 1/R + float(electronic_energy(R, parity=1)) + 0.5 - cm,
               0.1, 0.4, xtol=1e-10)
speed = np.sqrt(2*lab_eV/hartree/mass)
kT = const.k*temperature/const.e/hartree
thermal_spread = mass/2*speed*np.sqrt(kT/mass)
force_unit = hartree/bohr_nm

print("Cubic coefficients, hartree/bohr^3:")
print(f"  mean W, closed form: {float(W_c3):.6f}")
print(f"  two-centre energies, extrapolated: {limit_total:.4f}")
print(f"  first order in V: {float(first_c3):.6f}")
print(f"  beyond first order, extrapolated: {limit_beyond:.4f}")
print(f"  inner-region integral: {inner_c3:.5f}")
print(f"  first order, Gaussian density: {float(smooth_c3):.1f}")
print(f"Quadratic coefficient, first order: {float(first_c2):.6f} hartree/bohr^2")
print(f"Integral of V chi at R = 1 bohr, real space: {inner_integral:.5f} a.u.")
print(f"Same integral, Fourier space: {fourier_value:.5f} a.u.")
print(f"Power of R with smeared nuclei: {smeared_power:.3f}")
print(f"Point quadrupole, energy*cutoff/R^4: {divergence:.4f} a.u.")
print("R (bohr) | E (hartree) | (E+2-8R^2/3)/R^3 | upper bound (hartree)")
for name in R_list:
    print(f"  {name:6s} {float(energy[name]):.10f} {float(c3_total[name]):.5f} "
          f"{float(-2 + mean_W(mp.mpf(name))):.10f}")
print(f"Proton laboratory energy: {lab_eV:.0f} eV")
print(f"Centre-of-mass energy: {cm*hartree:.1f} eV")
print("Closest approach, gerade channel:")
for name, R in turning.items():
    print(f"  {name}: {R*bohr_nm:.6f} nm")
print(f"Closest approach, numerical: {R0:.5f} bohr")
print("At that closest approach:")
print(f"  proton repulsion 1/R: {hartree/R0:.3f} eV")
print(f"  electronic energy E: {E0*hartree:.3f} eV")
print(f"  quadratic term: {8*R0**2/3*hartree:.3f} eV")
print(f"  cubic term: {-16*R0**3/3*hartree:.3f} eV")
print(f"  E minus series through R^3: {(E0 + 2 - 8*R0**2/3 + 16*R0**3/3)*hartree:.3f} eV")
print(f"  proton repulsion force: {force_unit/R0**2:.1f} eV/nm")
print(f"  electronic force, numerical: {electron_force*force_unit:.1f} eV/nm")
print(f"  electronic force, series through R^3: {series_force*force_unit:.1f} eV/nm")
print("Effects left out:")
print(f"  ungerade minus gerade energy: {(E_odd - E0)*hartree:.2f} eV")
print(f"  closest approach, ungerade channel: {R_odd*bohr_nm:.6f} nm")
print(f"  target temperature: {temperature:.0f} K")
print(f"  thermal spread of collision energy: {thermal_spread*hartree:.2f} eV")
print(f"  initial relative speed: {speed:.4f} a.u.")
print(f"  electron inertia scale, m v^2/2: {speed**2/2*hartree:.3f} eV")
print(f"  finite proton mass, <p^2>/(4M) at R=0: {hartree/mass:.4f} eV")
print("tests ok")
```

It prints:

```
Cubic coefficients, hartree/bohr^3:
  mean W, closed form: -5.333333
  two-centre energies, extrapolated: -5.3349
  first order in V: -2.666667
  beyond first order, extrapolated: -2.6682
  inner-region integral: -2.66667
  first order, Gaussian density: 0.0
Quadratic coefficient, first order: 2.666667 hartree/bohr^2
Integral of V chi at R = 1 bohr, real space: -1.04720 a.u.
Same integral, Fourier space: -1.04720 a.u.
Power of R with smeared nuclei: 4.000
Point quadrupole, energy*cutoff/R^4: -0.5331 a.u.
R (bohr) | E (hartree) | (E+2-8R^2/3)/R^3 | upper bound (hartree)
  0.08   -1.9854967376 -5.00665 -1.9853947969
  0.04   -1.9960654668 -5.18959 -1.9960571710
  0.02   -1.9989754853 -5.26900 -1.9989748847
  0.01   -1.9997386370 -5.30367 -1.9997385963
  0.005  -1.9999339982 -5.31927 -1.9999339956
Proton laboratory energy: 200 eV
Centre-of-mass energy: 100.0 eV
Closest approach, gerade channel:
  numerical two-centre energy: 0.010364 nm
  series through R^3: 0.010350 nm
  series through R^2: 0.010435 nm
  united-atom constant -2: 0.010226 nm
Closest approach, numerical: 0.19585 bohr
At that closest approach:
  proton repulsion 1/R: 138.940 eV
  electronic energy E: -52.545 eV
  quadratic term: 2.783 eV
  cubic term: -1.090 eV
  E minus series through R^3: 0.184 eV
  proton repulsion force: 13406.0 eV/nm
  electronic force, numerical: -293.8 eV/nm
  electronic force, series through R^3: -221.5 eV/nm
Effects left out:
  ungerade minus gerade energy: 38.87 eV
  closest approach, ungerade channel: 0.014380 nm
  target temperature: 300 K
  thermal spread of collision energy: 1.61 eV
  initial relative speed: 0.0895 a.u.
  electron inertia scale, m v^2/2: 0.109 eV
  finite proton mass, <p^2>/(4M) at R=0: 0.0148 eV
tests ok
```
